# Why a constant field drives no steady current in a perfect crystal: verification in Python

```python
"""Bloch oscillation in a perfect one-band crystal under a constant force.

Result under test: the mean position of a packet oscillates with period
h/(force*d) over a range A*W/force; it does not drift. The eigenstates are
c_n = J_{m-n}(z), with energies -m*force*d and z = 2*hop/(force*d).
Symbols: hop = nearest-neighbour hopping, W = 4*hop = bandwidth, d = spacing,
force = e times field strength (electron pushed towards +x),
A = modulus of the mean one-site translation, theta = k*d.
Units: meV, nm, ps. Scattering and a second band are examined separately.
"""
import numpy as np
from scipy import constants
from scipy.special import jv, iv

hbar = constants.hbar / constants.e * 1e15      # meV ps
hop, d, force = 5.0, 10.0, 0.2                  # meV, nm, meV/nm
W = 4 * hop
step = force * d                                # energy drop per site
omega = step / hbar
period = 2 * np.pi / omega
z = 2 * hop / step
sites = np.arange(-120, 121)
N = len(sites)


def chain(pull, second=0.0, gap=0.0):
    """Open chain: force, second-neighbour hopping, alternating energies."""
    H = np.diag(-pull * d * sites + 0.5 * gap * (-1.0) ** np.abs(sites))
    H -= hop * (np.eye(N, k=1) + np.eye(N, k=-1))
    H -= second * (np.eye(N, k=2) + np.eye(N, k=-2))
    return H


def evolve(H, start, times):
    """Amplitudes, one column per time, from full diagonalization."""
    energy, vec = np.linalg.eigh(H)
    coeff = vec.T @ start
    return vec @ (np.exp(-1j * np.outer(energy, times) / hbar)
                  * coeff[:, None])


def gaussian(width, theta0=0.0):
    psi = np.exp(-sites**2 / (4 * width**2) + 1j * theta0 * sites)
    return psi / np.linalg.norm(psi)


def mean_x(psi):
    return d * (sites @ np.abs(psi) ** 2)


print(f"hopping {hop:.1f} meV, bandwidth W {W:.1f} meV")
print(f"spacing d {d:.1f} nm, force eF {force:.2f} meV/nm")
print(f"field strength {force * 10:.1f} kV/cm")
print(f"energy step eFd {step:.2f} meV, Bessel argument z {z:.2f}")
print(f"Bloch period {period:.4f} ps, omega_B {omega:.4f} rad/ps")
print(f"ideal range W/eF {W / force:.2f} nm")

# Packet motion from diagonalization against the closed formula
H = chain(force)
times = np.linspace(0, 2 * period, 401)
for width, theta0 in [(10, 0.0), (10, np.pi / 2), (1, 0.0)]:
    psi = evolve(H, gaussian(width, theta0), times)
    x = mean_x(psi)
    A = np.exp(-1 / (8 * width**2))
    formula = A * W / (2 * force) * (
        np.cos(theta0) - np.cos(theta0 + omega * times))
    assert np.max(np.abs(x - formula)) < 1e-6
    assert abs(np.ptp(x) - A * W / force) < 1e-6
    assert abs(x[200] - x[0]) < 1e-6
    assert abs(abs(np.vdot(psi[:, 0], psi[:, 200])) - 1) < 1e-9
    print(f"packet width {width} sites, start theta {theta0:.4f} rad: "
          f"A {A:.5f}, x from {x.min():.2f} to {x.max():.2f} nm, "
          f"range {np.ptp(x):.2f} nm")
    if width == 10 and theta0 == 0:
        x_broad = x

mass = hbar**2 / (2 * hop * d**2)
naive = force * times**2 / (2 * mass)
assert abs(x_broad[10] / naive[10] - 1) < 0.02
assert naive[100] > 2 * x_broad[100]
for i, name in [(10, "T/20"), (100, "T/2")]:
    print(f"at {name}: packet {x_broad[i]:.3f} nm, "
          f"constant acceleration {naive[i]:.3f} nm")
speed = np.gradient(x_broad, times)
print(f"largest packet speed {speed.max():.1f} nm/ps")
print(f"mean velocity over one period "
      f"{abs(x_broad[200] - x_broad[0]) / period:.6f} nm/ps")

# Energy bound for a band of another shape
second = 2.0
theta = np.linspace(-np.pi, np.pi, 20001)
W2 = np.ptp(-2 * hop * np.cos(theta) - 2 * second * np.cos(2 * theta))
range2 = np.ptp(mean_x(evolve(chain(force, second), gaussian(10), times)))
assert 0.99 * W2 / force < range2 <= W2 / force
print(f"second-neighbour hopping {second:.1f} meV: bandwidth {W2:.3f} meV, "
      f"bound {W2 / force:.2f} nm, range {range2:.2f} nm")

# Wannier-Stark ladder and Bessel eigenvectors
energy, vec = np.linalg.eigh(H)
for m in (-3, 0, 4):
    i = np.argmin(np.abs(energy + m * step))
    assert abs(energy[i] + m * step) < 1e-9
    assert abs(abs(vec[:, i] @ jv(m - sites, z)) - 1) < 1e-10
prob = vec[:, np.argmin(np.abs(energy))] ** 2
rms = d * np.sqrt(sites**2 @ prob)
assert abs(rms - z * d / np.sqrt(2)) < 1e-6
inside = prob[np.abs(sites) <= z].sum()
print("Wannier-Stark probability at distance 0..8 sites: "
      + " ".join(f"{prob[120 + j]:.4f}" for j in range(9)))
print(f"Wannier-Stark rms width {rms:.2f} nm, "
      f"weight within z sites of centre {inside:.4f}")

# Start on one site: breathing without motion of the centre
single = (sites == 0).astype(float)
psi = evolve(H, single, times)
spread = 2 * z * np.abs(np.sin(omega * times / 2))
assert np.max(np.abs(np.abs(psi)**2
                     - jv(sites[:, None], spread[None, :])**2)) < 1e-9
assert np.max(np.abs(mean_x(psi))) < 1e-6
breath = d * np.sqrt(sites**2 @ np.abs(psi) ** 2)
assert np.max(np.abs(breath - d * spread / np.sqrt(2))) < 1e-5
print(f"single-site start: largest rms width {breath.max():.2f} nm, "
      f"largest centre shift {np.max(np.abs(mean_x(psi))):.4f} nm")

# Steady drift with scattering: discretized Boltzmann equation
kT, M = 5.0, 400
grid = 2 * np.pi * np.arange(M) / M
thermal = np.exp(2 * hop * np.cos(grid) / kT)
thermal /= thermal.sum()
velocity = 2 * hop * d / hbar * np.sin(grid)
forward = np.roll(np.eye(M), 1, axis=1)
derivative = (forward - forward.T) / (2 * (grid[1] - grid[0]))
print(f"thermal energy {kT:.1f} meV, "
      f"I1/I0 factor {iv(1, 2 * hop / kT) / iv(0, 2 * hop / kT):.4f}")
for tau in (0.1, 1 / omega, 1.0, 10.0):
    occupation = np.linalg.solve(
        np.eye(M) + omega * tau * derivative, thermal)
    drift = velocity @ occupation
    formula = (2 * hop * d / hbar * iv(1, 2 * hop / kT)
               / iv(0, 2 * hop / kT) * omega * tau / (1 + (omega * tau)**2))
    assert abs(drift / formula - 1) < 1e-3   # finite-difference error
    print(f"scattering time {tau:.4f} ps: omega_B tau {omega * tau:.3f}, "
          f"steady drift {drift:.3f} nm/ps")

# Zener transfer across a gap, one passage, real-space simulation
for gap, pull in [(3.0, 0.2), (5.0, 0.2), (8.0, 0.2), (5.0, 0.4)]:
    _, bands = np.linalg.eigh(chain(0.0, gap=gap))
    lower, upper = bands[:, :N // 2], bands[:, N // 2 + 1:]
    start = lower @ (lower.T @ gaussian(10))
    start /= np.linalg.norm(start)
    half = np.pi * hbar / (pull * d)
    final = evolve(chain(pull, gap=gap), start, np.array([half]))[:, 0]
    transfer = np.sum(np.abs(upper.T @ final) ** 2)
    estimate = np.exp(-np.pi * gap**2 / (8 * hop * pull * d))
    # the estimate linearizes the crossing and assumes an endless sweep
    assert abs(transfer - estimate) < 0.015
    print(f"gap {gap:.1f} meV, force {pull:.1f} meV/nm: "
          f"transfer {transfer:.4f}, estimate {estimate:.4f}")

print("tests ok")
```

Printed output:

```
hopping 5.0 meV, bandwidth W 20.0 meV
spacing d 10.0 nm, force eF 0.20 meV/nm
field strength 2.0 kV/cm
energy step eFd 2.00 meV, Bessel argument z 5.00
Bloch period 2.0678 ps, omega_B 3.0385 rad/ps
ideal range W/eF 100.00 nm
packet width 10 sites, start theta 0.0000 rad: A 0.99875, x from 0.00 to 99.88 nm, range 99.88 nm
packet width 10 sites, start theta 1.5708 rad: A 0.99875, x from -49.94 to 49.94 nm, range 99.88 nm
packet width 1 sites, start theta 0.0000 rad: A 0.88250, x from 0.00 to 88.25 nm, range 88.25 nm
at T/20: packet 2.444 nm, constant acceleration 2.467 nm
at T/2: packet 99.875 nm, constant acceleration 246.740 nm
largest packet speed 151.7 nm/ps
mean velocity over one period 0.000000 nm/ps
second-neighbour hopping 2.0 meV: bandwidth 21.125 meV, bound 105.62 nm, range 105.40 nm
Wannier-Stark probability at distance 0..8 sites: 0.0315 0.1073 0.0022 0.1331 0.1531 0.0682 0.0172 0.0028 0.0003
Wannier-Stark rms width 35.36 nm, weight within z sites of centre 0.9592
single-site start: largest rms width 70.71 nm, largest centre shift 0.0000 nm
thermal energy 5.0 meV, I1/I0 factor 0.6978
scattering time 0.1000 ps: omega_B tau 0.304, steady drift 29.488 nm/ps
scattering time 0.3291 ps: omega_B tau 1.000, steady drift 53.005 nm/ps
scattering time 1.0000 ps: omega_B tau 3.039, steady drift 31.480 nm/ps
scattering time 10.0000 ps: omega_B tau 30.385, steady drift 3.485 nm/ps
gap 3.0 meV, force 0.2 meV/nm: transfer 0.7032, estimate 0.7023
gap 5.0 meV, force 0.2 meV/nm: transfer 0.3769, estimate 0.3747
gap 8.0 meV, force 0.2 meV/nm: transfer 0.0834, estimate 0.0810
gap 5.0 meV, force 0.4 meV/nm: transfer 0.6087, estimate 0.6121
tests ok
```
